\section*{Bounds on the Scale Length of a Symmetric Double-Gate Transistor}

\section{Form of the answer and exact statement}

A semiconductor film of thickness $t_s$ and permittivity $\varepsilon_s$ lies between two insulators, each of thickness $t_i$ and permittivity $\varepsilon_i$. An ideal gate covers each outer face. A disturbance of the potential, entering from the source or drain, dies out along the channel over a length that Laplace's equation fixes. Multiplying both permittivities by one constant leaves that equation unchanged, so only their ratio can enter. Stretching all lengths by one factor stretches the decay length by the same factor. Hence
\begin{equation}
\lambda=t_s\,F\!\left(\frac{t_i}{t_s},\,r\right),\qquad r=\frac{\varepsilon_i}{\varepsilon_s}.
\end{equation}
Mirror symmetry about the middle of the film also makes each mode either even or odd across the stack.

The scale length $\lambda$ is defined by the slowest decay, $\exp(-\pi y/\lambda)$, with $y$ along the channel. The result to be shown is
\begin{equation}
t_s+2t_i<\lambda<t_s+\frac{2t_i}{r}\qquad (0<r<1).
\label{eq:claim}
\end{equation}
The left side adds the physical insulator thickness, the right side the thickness scaled by $\varepsilon_s/\varepsilon_i$. The factor $\pi$ matters: if the decay is written $\exp(-y/\ell)$, the bounds apply to $\pi\ell$, not to $\ell$.

The layers are uniform and isotropic, the interfaces are sharp, and the stack does not vary along $y$. The film is in subthreshold, where the response of its mobile charge is neglected.

\section{Modes of the stack}

In Gaussian units the potential obeys $\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho$. Let $\phi_0(x)$ be the long-channel solution with the same gate voltages and the same fixed charge. The difference $u=\phi-\phi_0$ then has no source and vanishes on both gates:
\begin{equation}
\nabla\cdot(\varepsilon\nabla u)=0,\qquad u=0\ \text{at}\ x=\pm\left(\tfrac12t_s+t_i\right),
\end{equation}
with $x=0$ at the film centre. Doping and gate bias therefore do not affect $\lambda$ in this model. Inserting $u=X(x)e^{-qy}$ gives
\begin{equation}
(\varepsilon X')'+q^2\varepsilon X=0 .
\label{eq:sl}
\end{equation}
Multiplying by $X$ and integrating by parts gives $q^2=\int\varepsilon X'^2dx/\int\varepsilon X^2dx>0$. The smallest positive $q$ gives the slowest decay, and for it $\lambda=\pi/q$.

Define the two angles
\begin{equation}
a=\frac{qt_s}{2}=\frac{\pi t_s}{2\lambda},\qquad b=qt_i=\frac{\pi t_i}{\lambda}.
\end{equation}
An even mode is $X=\cos qx$ in the film and $X=B\sin qs$ in the insulator, where $s$ is the distance from the nearer gate. At the upper interface $dX/dx=-dX/ds$. Continuity of $X$ and of $\varepsilon X'$ requires
\begin{align}
\cos a&=B\sin b,\label{eq:cont}\\
-\varepsilon_s q\sin a&=-\varepsilon_i qB\cos b .
\end{align}
Eliminating $B$ gives
\begin{equation}
\sin a\sin b=r\cos a\cos b .
\label{eq:polefree}
\end{equation}
When both angles lie below $\pi/2$, division by the cosines yields
\begin{equation}
\tan a\,\tan b=r .
\label{eq:match}
\end{equation}

Let $q_{\max}=\min[\pi/t_s,\pi/(2t_i)]$, the value at which the larger angle reaches $\pi/2$. As $q$ runs from $0$ to $q_{\max}$, both tangents increase and their product rises from zero to infinity. Equation (\ref{eq:match}) thus has one root in this interval.

No odd mode lies lower. An odd mode is $\sin qx$ in the upper half of the film and $B\sin qs$ in the insulator above it, so $\sin a=B\sin b$ and $\varepsilon_s\cos a=-\varepsilon_iB\cos b$. Multiplying the second relation by $\sin b$ and using the first gives
\begin{equation}
\cos a\sin b+r\sin a\cos b=0 .
\end{equation}
Both terms are positive while both angles are below $\pi/2$. If just one angle equals $\pi/2$, one term is still positive. An odd mode therefore needs an angle above $\pi/2$, or both equal to $\pi/2$, which happens at $t_s=2t_i$. In each case $q\ge q_{\max}$, above the even root. The root of (\ref{eq:match}) is the one that defines $\lambda$.

\section{Proof of the two bounds}

\subsection{Lower bound}

By the addition theorem and (\ref{eq:match}),
\begin{equation}
\cos(a+b)=\cos a\cos b\,(1-\tan a\tan b)=\cos a\cos b\,(1-r)>0 .
\end{equation}
Since $0<a+b<\pi$, a positive cosine means $a+b<\pi/2$. Written out,
\begin{equation}
\frac{\pi}{2\lambda}(t_s+2t_i)<\frac{\pi}{2}\quad\Longrightarrow\quad \lambda>t_s+2t_i .
\end{equation}

\subsection{Upper bound}

Put $c=\pi/2-a$, so that $\tan a=1/\tan c$ and (\ref{eq:match}) becomes
\begin{equation}
\tan b=r\tan c,\qquad 0<c<\frac{\pi}{2}.
\label{eq:bc}
\end{equation}
The function $\tan z/z$ increases on this interval, because
\begin{equation}
\frac{d}{dz}\frac{\tan z}{z}=\frac{2z-\sin2z}{2z^2\cos^2z}>0 .
\end{equation}
As $rc<c$, it follows that $\tan(rc)/(rc)<\tan c/c$, or $\tan(rc)<r\tan c=\tan b$. The tangent increases, so $b>rc$, and
\begin{equation}
a+\frac br>a+c=\frac{\pi}{2}.
\end{equation}
The left side is $(\pi/2\lambda)(t_s+2t_i/r)$. Hence $\lambda<t_s+2t_i/r$, which completes (\ref{eq:claim}).

\subsection{Equal and reversed permittivities}

At $r=1$ the cosine of $a+b$ vanishes and $\lambda=t_s+2t_i$: the stack is one uniform slab. For $r>1$ the cosine is negative, so $\lambda<t_s+2t_i$. The second argument also turns round. If $rc<\pi/2$, then $\tan(rc)>r\tan c=\tan b$ and $b<rc$; if $rc\ge\pi/2$, then $b<\pi/2\le rc$. Either way $a+b/r<\pi/2$ and $\lambda>t_s+2t_i/r$. The bounds have changed places.

These statements were tested by diagonalizing a discretized form of (\ref{eq:sl}), without use of (\ref{eq:match}). The 20 stacks with $r<1$ combined $r=0.1,\,1/3,\,0.6,\,0.9$ with $t_i/t_s=0.1,\,0.3,\,0.5,\,1,\,5$. All satisfied (\ref{eq:claim}), and the largest relative difference from the root of (\ref{eq:match}) was $6.2\times10^{-7}$. For $r=2$ and $t_i/t_s=0.1,\,0.5,\,2$ the reversed order was found.

\section{A second upper bound and the limiting cases}

Equation (\ref{eq:match}) is unchanged when $a$ and $b$ are exchanged, that is, when $t_s$ and $2t_i$ are exchanged. The upper bound therefore has a partner:
\begin{equation}
\lambda<\frac{t_s}{r}+2t_i .
\label{eq:second}
\end{equation}
The first upper bound minus the second is $(1/r-1)(2t_i-t_s)$, so (\ref{eq:second}) is the closer one when $t_s<2t_i$. At $t_s=2t_i$ the two agree, $a=b$, and $\tan^2a=r$ gives
\begin{equation}
\lambda=\frac{\pi t_s}{2\arctan\sqrt r}.
\end{equation}
For $r=1/3$ the arctangent is $\pi/6$ and $\lambda=3t_s$, midway between the bounds $2t_s$ and $4t_s$. For small $r$ this $\lambda$ grows as $r^{-1/2}$ but the upper bound as $r^{-1}$, so the bracket can become wide.

\subsection{Thin insulator}

Let $U=t_s+2t_i/r$. For $t_i\ll rt_s$ the angle $c$ is small. Expanding (\ref{eq:bc}) with $\arctan z=z-z^3/3+\dots$ gives
\begin{align}
\tan b&=rc+\tfrac13rc^3+\dots,\\
b&=rc+\tfrac13r(1-r^2)c^3+\dots .
\end{align}
Dividing by $r$ and adding $a=\pi/2-c$,
\begin{equation}
\frac{\pi U}{2\lambda}=a+\frac br=\frac{\pi}{2}+\frac{1-r^2}{3}c^3+\dots .
\end{equation}
To leading order $c=b/r=\pi t_i/(rU)$, hence
\begin{equation}
U-\lambda\simeq\frac{2\pi^2}{3}(1-r^2)\frac{(t_i/r)^3}{U^2}.
\label{eq:deficit}
\end{equation}
Permittivity scaling is right through second order in $t_i$ and fails at third. At $r=1/3$ and $t_i/t_s=0.005$, formula (\ref{eq:deficit}) gives the shortfall $U-\lambda$ with a relative error of $1.1\times10^{-3}$.

The reason is that in a thin layer next to a gate $X$ is nearly linear. The field there is mainly normal to the layer, which acts as a series capacitor and enters through $t_i/\varepsilon_i$. Permittivity scaling replaces the insulator by film material of thickness $t_i/r$. This has the same series capacitance, but its capacity to carry flux along the channel, permittivity times thickness, is $\varepsilon_st_i/r$ instead of $\varepsilon_it_i$, larger by the factor $1/r^2$. For $r<1$ the replacement thus adds too much weight to $\int\varepsilon X^2dx$, which lowers $q$, so the scaled sum overstates $\lambda$.

\subsection{Thick insulator}

For $t_s\ll rt_i$ the angle $a$ is small, and $\cot b=\tan a/r\simeq a/r$ gives $b+a/r\simeq\pi/2$, or $\lambda\simeq2t_i+t_s/r$. The film now sits at the maximum of the mode, where the field runs mainly along the channel. It carries flux in parallel with the insulator, in proportion to $\varepsilon_st_s$, so it is the film thickness that is scaled.

The table gives lengths in units of $t_s$ for $r=1/3$.
\begin{center}
\begin{tabular}{ccccc}
$t_i$ & lower & $\lambda$ & upper & second upper\\
0.05 & 1.100 & 1.289 & 1.300 & 3.100\\
0.20 & 1.400 & 1.981 & 2.200 & 3.400\\
0.50 & 2.000 & 3.000 & 4.000 & 4.000\\
1.00 & 3.000 & 4.347 & 7.000 & 5.000\\
5.00 & 11.000 & 12.889 & 31.000 & 13.000
\end{tabular}
\end{center}

The two limits show that the coefficients in (\ref{eq:claim}) cannot be improved. Consider bounds of the form $t_s+Ct_i$ that hold for all $t_i$ at fixed $r$. The initial slope of $\lambda$ is $2/r$, so an upper bound needs $C\ge2/r$. At large $t_i$ the ratio $\lambda/t_i$ tends to 2, so a lower bound needs $C\le2$.

\section{From scale length to drain response}

Put the drain edge of the channel at $y=0$ and the source edge at $y=L$. Raise the drain by a unit step and hold the source and gates fixed. Take the disturbance at $y=0$ to be $g(x)=1$ across the film, falling linearly to zero across each insulator, $g=s/t_i$. Then
\begin{equation}
u=\sum_nA_nX_n(x)\frac{\sinh q_n(L-y)}{\sinh q_nL},\qquad
A_n=\frac{\int\varepsilon gX_n\,dx}{\int\varepsilon X_n^2\,dx}.
\end{equation}
The projection is valid because (\ref{eq:sl}) implies $(q_m^2-q_n^2)\int\varepsilon X_mX_n\,dx=0$.

For the lowest mode, integrate over half the stack and divide by $\varepsilon_s$. The norm is
\begin{equation}
N=\frac{t_s}{4}+\frac{\sin2a}{4q}+rB^2\left(\frac{t_i}{2}-\frac{\sin2b}{4q}\right).
\end{equation}
With $B=\cos a/\sin b$ and $r\cot b=\tan a$, one finds $rB^2\sin2b=2r\cos^2a\cot b=\sin2a$. The two sine terms cancel:
\begin{equation}
N=\frac{t_s}{4}+\frac{r\,t_i\cos^2a}{2\sin^2b}.
\end{equation}
The numerator is
\begin{equation}
\frac{\sin a}{q}+\frac{rB}{t_i}\left(\frac{\sin b}{q^2}-\frac{t_i\cos b}{q}\right)=\frac{r\cos a}{q^2t_i},
\end{equation}
because $rB\cos b=\sin a$ and $B\sin b=\cos a$. Therefore
\begin{equation}
A=\frac{r\cos a}{q^2t_iN},\qquad
\eta=\frac{A\sinh(qL/2)}{\sinh qL}=\frac{A}{2\cosh(qL/2)},
\label{eq:eta}
\end{equation}
where $\eta$ is the response at the middle of the channel and of the film, with higher modes neglected. For a small drain step on an otherwise symmetric device with a lightly doped film, $\eta$ is also the shift of the barrier top per volt. The top lies at that point by symmetry, and to first order the value at a stationary point changes by the disturbance there. At large drain bias the top moves towards the source and this identification fails.

\section{Worked example}

Take a silicon film with $t_s=10$ nm and silicon dioxide layers with $t_i=2$ nm. The permittivities are 11.7 and 3.9 (rough values), so $r=1/3$. The channel is 40 nm long and the temperature is 300 K. The bounds are
\begin{equation}
10+2(2)=14\ \text{nm},\qquad 10+2(3)(2)=22\ \text{nm}.
\end{equation}
The root of (\ref{eq:match}) is $\lambda=19.81$ nm ($1.981\times10^{-6}$ cm), with $q=0.1586\ \text{nm}^{-1}$ and an e-folding length of 6.31 nm. The angles are $a=45.44^\circ$ and $b=18.17^\circ$. They give $a+b=63.6^\circ$ and $a+3b=100.0^\circ$, on either side of $90^\circ$ as the proof requires. Relative to $\lambda$, the lower bound is 29\% too small and the upper bound 11\% too large. Formula (\ref{eq:deficit}) gives 19.39 nm, which is 2\% too small.

A two-dimensional solution of Laplace's equation in a 120 nm channel tested the decay directly. Between 40 and 50 nm from the drain edge it gave $\lambda=19.81$ nm, both for the linear edge profile and for one with zero disturbance on the insulator edge. The edge profile changes the amplitude but not the scale length.

For the response, $N=2.50+1.69=4.19$ nm and $A=1.110$. With $qL/2=3.172$,
\begin{equation}
\eta=\frac{1.110}{2\cosh3.172}=0.0465,
\end{equation}
or 46.5 mV/V. The two-dimensional solution for the same edge profile also gives 46.5 mV/V. With $A$ held fixed, putting the lower bound in place of $\lambda$ would give 12.5 mV/V, and the upper bound 63.6 mV/V. The error in $\lambda$ is magnified because it enters an exponent.

For a chosen response, (\ref{eq:eta}) inverts to
\begin{equation}
L=\frac{2\lambda}{\pi}\,\mathrm{arcosh}\frac{A}{2\eta}.
\end{equation}
For $\eta=20$ mV/V this gives 50.6 nm. With $A$ again fixed, the lower bound would give 35.8 nm and the upper bound 56.3 nm. The first choice is unsafe: at 35.8 nm the response is $1.110/(2\cosh2.839)\simeq0.065$, or 65 mV/V. For $r<1$ and within this model, the upper bound errs towards a longer channel.

\section{Neglected effects and real devices}

\paragraph{Mobile charge.} For disturbances small compared with $k_BT/e$, an electron density $n$ adds the term $\varepsilon_s\kappa^2u$ in the film, with $\kappa^2=4\pi ne^2/(\varepsilon_sk_BT)$. To first order $q^2$ rises by $\kappa^2f$, where $f$ is the film's share of $\int\varepsilon X^2dx$, here 0.974. At $n=10^{16}\ \text{cm}^{-3}$, $\lambda$ falls to 19.58 nm, a change of about 1\%. This is an estimate of size, since near the contacts the disturbance exceeds $k_BT/e$.

\paragraph{Contacts.} For a 1 V step the field at the drain edge, in the film centre, is 1.2 MV/cm. Equating $\varepsilon_sE$ to $4\pi eN_Dw$ with $N_D=10^{20}\ \text{cm}^{-3}$ gives a depth $w=0.75$ nm in the drain if that layer is fully depleted. Adding $w$ to $L$ multiplies the response by about $e^{-qw/2}$, a reduction of 6\%. This is a low estimate: at such doping the electrons are degenerate and the layer is only partly emptied, so the field reaches deeper. The field also grows away from the film centre, to 1.9 MV/cm one nanometre from the interface. Solving for the potential drop in the drain along the whole film edge, with Fermi-Dirac statistics for the electrons, gives a reduction of about 11\%. If both contacts already lie 0.5 eV below the long-channel barrier, it is 10 to 11\% for a small step and about 14\% for a 1 V step. Setting the disturbance on the insulator edge to zero gives 44.9 mV/V instead of 46.5 mV/V. A field near 1 MV/cm in silicon also permits band-to-band tunnelling once the potential drop near the drain exceeds the gap, about 1.1 V. With contacts 0.5 eV below the barrier and a 1 V step, the drop is about 1.4 V and the centre field 1.75 MV/cm, so the example meets this condition. That leakage is outside this model.

\paragraph{Tunnelling and confinement.} Let the source and drain each lie 0.5 eV below the long-channel barrier, and let the transport mass be $0.19m$. The curvature of the lowest mode at the barrier top then gives $\hbar\omega=21.7$ meV, against $k_BT=25.9$ meV. For a parabolic barrier and Boltzmann electrons, tunnelling multiplies the leakage by $z/\sin z$ with $z=\hbar\omega/(2k_BT)$, here 1.03. This holds at small drain bias; at 1 V the barrier top is sharper and the factor is about 1.05. The lowest levels between hard walls are 4.1 meV for mass $0.92m$ and 19.8 meV for $0.19m$; they shift the threshold, not the Laplace decay. With a 3.1 eV gate barrier, mass $0.4m$ and a 1 V drop, the semiclassical tunnelling factor of the insulator is $9\times10^{-10}$. The insulator field is then 5 MV/cm, about half a rough breakdown field of 10 MV/cm.

\paragraph{Real devices.} The example has the dimensions of a thin-film double-gate silicon transistor with an oxide insulator. Real junctions are graded rather than abrupt, which makes $L$ uncertain. Each additional nanometre of effective length multiplies the response by $e^{-0.0793}=0.92$, so an uncertainty of two nanometres or more can match or outweigh any one of the corrections above. The insulator may instead be hafnium oxide, whose permittivity, roughly 20, exceeds that of silicon. For a single such layer the bounds are reversed, and the permittivity-scaled sum becomes the unsafe choice. If a thin silicon dioxide layer lies beneath it, the insulator is no longer uniform and (\ref{eq:claim}) does not apply; the matching must be repeated with one more layer.

\section{Numerical use}

Solve (\ref{eq:polefree}) rather than (\ref{eq:match}), since it has no poles. The function $G(q)=\sin a\sin b-r\cos a\cos b$ equals $-r$ at $q=0$, is positive at $q_{\max}$ and increases between them, so bisection on this interval finds the root for any $r>0$. For $r<1$ the bounds give the narrower bracket
\begin{equation}
\frac{\pi}{\min(t_s+2t_i/r,\;t_s/r+2t_i)}<q<\frac{\pi}{t_s+2t_i}.
\end{equation}
As $r\to1$ this bracket closes and rounding can spoil the signs at its ends; the wider interval is then the safer one. The values behind the example are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
stacks diagonalized with r < 1: 20
largest relative gap, root against diagonalization: 6.2e-07
r = 1/3, lengths in units of ts: ti, lower, lam, upper, second upper
  0.05  1.1000  1.2889  1.3000  3.1000
  0.20  1.4000  1.9808  2.2000  3.4000
  0.50  2.0000  3.0000  4.0000  4.0000
  1.00  3.0000  4.3468  7.0000  5.0000
  5.00  11.0000  12.8893  31.0000  13.0000
thin-insulator law, relative error at ti/ts = 0.005: 1.1e-03
film thickness: 10.0 nm; each insulator: 2.0 nm
permittivities, film and insulator: 11.7, 3.9
permittivity ratio r: 0.3333
channel length: 40.0 nm; temperature: 300 K
lower bound: 14.000 nm
scale length lam: 19.808 nm
upper bound: 22.000 nm
second upper bound ts/r + 2 ti: 34.000 nm
thin-insulator estimate of lam: 19.390 nm
decay constant q: 0.15860 1/nm; 1/q: 6.305 nm
angles a and b: 45.437, 18.175 degrees
a + b: 63.611 degrees
a + b/r: 99.960 degrees
lam shift on doubling the 1D mesh: 1.8e-05 nm
lam from 2D decay, linear edge: 19.814 nm
lam from 2D decay, zero insulator edge: 19.814 nm
centre amplitude A: 1.1104
mid-channel response, fundamental mode: 46.46 mV/V
mid-channel response, 2D fine mesh: 46.47 mV/V
2D response shift on halving mesh: -0.019 mV/V
response if lam = lower bound: 12.48 mV/V
response if lam = upper bound: 63.64 mV/V
chosen response for design: 20.0 mV/V
channel needed, exact lam: 50.65 nm
channel needed, lower bound: 35.80 nm
channel needed, upper bound: 56.25 nm
2D response with zero insulator edge: 44.91 mV/V
film share of mode norm: 0.9735
lam with 1e16 cm^-3 mobile electrons: 19.582 nm
drain-edge field at film centre for 1 V: 1.165 MV/cm
drain depletion at 1e20 cm^-3 doping: 0.75 nm
response change from that depletion: -5.8 %
gate barrier, mass, drop: 3.1 eV, 0.4 m, 1.0 V
gate-insulator tunnelling factor: 8.7e-10
insulator field: 5.0 MV/cm; rough breakdown: 10 MV/cm
contact well depth: 0.5 eV; transport mass: 0.19 m
barrier-top quantum: 21.7 meV; kT: 25.85 meV
leakage factor from barrier-top tunnelling: 1.030
confinement level, mass 0.92 m: 4.09 meV
confinement level, mass 0.19 m: 19.79 meV
\end{verbatim}
